# First-order eigenvalue shifts when Hamiltonian and overlap both change, part 2

The problem is how fast an energy level moves when a parameter $\lambda$, for instance an atomic displacement, changes both the Hamiltonian matrix $H$ and the overlap matrix $S$. With $n$ basis functions, the coefficient column $c$ and the eigenvalue $e$ obey

$$Hc=e\,Sc .$$

$H$ has the unit of energy and $S$ is dimensionless. The dagger denotes the complex conjugate transpose, and $O(\lambda^p)$ a quantity of size at most a constant times $|\lambda|^p$ for small $\lambda$. The matrices are Hermitian for real $\lambda$:

$$H(\lambda)=H_0+\lambda H_1+O(\lambda^2),\qquad S(\lambda)=S_0+\lambda S_1+O(\lambda^2).$$

$S_0$ is positive definite with smallest eigenvalue $s>0$. Write $\Delta H=H(\lambda)-H_0$ and $\Delta S=S(\lambda)-S_0$; $\|\Delta S\|$ is the largest factor by which $\Delta S$ can stretch a vector, and the proof takes it below $s/2$.

The unperturbed solutions obey $H_0c_k=e_kS_0c_k$ and $c_j^\dagger S_0c_k=\delta_{jk}$. The level of interest has $k=0$, and $\langle M\rangle=c_0^\dagger Mc_0$ for any matrix $M$.

**Theorem.** If $e_0$ is nondegenerate, then

$$e(\lambda)=e_0+\lambda e'+O(\lambda^2),\qquad e'=c_0^\dagger\left(H_1-e_0S_1\right)c_0,\qquad c_0^\dagger S_0c_0=1 .$$

For arbitrary normalization,

$$e'=\frac{c_0^\dagger(H_1-e_0S_1)c_0}{c_0^\dagger S_0c_0}.$$

**Lemma 3**, the exact projected equation, holds for every perturbed solution and every unperturbed level $k$:

$$(e-e_k)\,c_k^\dagger S_0c=c_k^\dagger(\Delta H-e\,\Delta S)c .$$

**Corollary.** With the coupling $W_k=c_k^\dagger(H_1-e_0S_1)c_0$, matrices strictly linear in $\lambda$ give

$$e=e_0+\lambda e'+\lambda^2\beta+O(\lambda^3),\qquad \beta=\sum_{k\neq0}\frac{|W_k|^2}{e_0-e_k}-e'\,c_0^\dagger S_1c_0 .$$

### Remark: two changes that must not alter the slope

*Moving the energy zero.* Adding a constant energy $C$ to every level means replacing $H(\lambda)$ by $H(\lambda)+CS(\lambda)$, because then $(H+CS)c=(e+C)Sc$. The derivative of the Hamiltonian matrix becomes $H_1+CS_1$ and the level becomes $e_0+C$. The slope is

$$\langle H_1\rangle+C\langle S_1\rangle-(e_0+C)\langle S_1\rangle=\langle H_1\rangle-e_0\langle S_1\rangle .$$

The constant cancels. The value $\langle H_1\rangle$ alone changes by $C\langle S_1\rangle$, so when $\langle S_1\rangle\neq0$ it depends on an arbitrary choice and equals the slope for one choice of zero only. If the zero is placed at the level itself, $C=-e_0$, the overlap term vanishes and the new $\langle H_1\rangle$ equals the slope.

*Changing the basis within the same space.* Let the basis functions be recombined by an invertible matrix $T=1+\lambda X$ while the physical operators stay fixed. Then $H=T^\dagger H_0T$ and $S=T^\dagger S_0T$, so

$$H_1=X^\dagger H_0+H_0X,\qquad S_1=X^\dagger S_0+S_0X .$$

With $H_0c_0=e_0S_0c_0$ and its adjoint,

$$\langle H_1\rangle=e_0\left(c_0^\dagger X^\dagger S_0c_0+c_0^\dagger S_0Xc_0\right)=e_0\langle S_1\rangle ,$$

and $e'=0$, as it must be. The overlap term removes the apparent shift that comes from a mere change of description.

### Remark: ultrasoft and PAW calculations

In these methods the overlap operator is

$$\hat S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$

The projector functions $p_i$ are attached to the atoms, and $q_{ij}$ is a fixed Hermitian matrix that restores the norm missing from the smooth orbital. Even if the orbitals are expanded in plane waves, which do not move, $S$ changes when an atom moves. Let the Hamiltonian be $\hat H=\hat K+\hat V+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|$, with kinetic energy $\hat K$, a local potential $\hat V$ and a Hermitian matrix $D_{ij}$. For the normalized smooth orbital $\psi$ define $P_i=\langle p_i|\psi\rangle$ and $P_i'=\langle\partial p_i/\partial\lambda|\psi\rangle$, with $\psi$ held fixed. The product rule gives

$$\langle S_1\rangle=\sum_{ij}q_{ij}\left(P_i'^*P_j+P_i^*P_j'\right)=2\,\mathrm{Re}\sum_{ij}P_i'^*q_{ij}P_j ,$$

where the second term is the complex conjugate of the first because $q$ is Hermitian. The same step applies to $D$, so that

$$e'=\langle\partial\hat V/\partial\lambda\rangle+\sum_{ij}P_i^*\frac{\partial D_{ij}}{\partial\lambda}P_j+2\,\mathrm{Re}\sum_{ij}P_i'^*\left(D_{ij}-e_0q_{ij}\right)P_j .$$

The overlap enters by replacing $D_{ij}$ with $D_{ij}-e_0q_{ij}$ in the term with moving projectors. In a mean-field calculation $\hat V$ and $D_{ij}$ depend on the electron density. Their derivatives must include the response of that density if $e'$ is to be the slope of the self-consistent level. With the density frozen, the formula gives the slope in the frozen potential.

### Example: two nonorthogonal orbitals

Round parameters are taken for a model that represents no particular material. The parameter $\lambda$ is a displacement in Å:

$$H_0=\begin{pmatrix}-10&-3\\-3&-6\end{pmatrix}\text{eV},\qquad S_0=\begin{pmatrix}1&0.2\\0.2&1\end{pmatrix},$$

$$H_1=\begin{pmatrix}-0.5&-2\\-2&-0.3\end{pmatrix}\frac{\text{eV}}{\text{Å}},\qquad S_1=\begin{pmatrix}0&0.15\\0.15&0\end{pmatrix}\frac1{\text{Å}} .$$

A positive $\lambda$ increases both the overlap and the magnitude of the coupling, as when two orbitals approach each other.

*Levels.* With $e$ in eV, the condition $\det(H_0-eS_0)=0$ is

$$(-10-e)(-6-e)-(-3-0.2e)^2=0.96e^2+14.8e+51=0 .$$

Its roots are $-10.2170$ eV and $-5.1997$ eV.

*Vectors.* The first row, $(-10-e)u+(-3-0.2e)v=0$ for components $u,v$, gives

$$\frac vu=-\frac{10+e}{3+0.2e}.$$

For the lower level this is $0.2170/0.9566=0.2268$. The squared $S_0$ norm of $(1,v/u)$ is $1+0.2268^2+0.4\times0.2268=1.1422$. Division by its square root gives $c_0=(0.93569,\,0.21225)$. For the upper level the ratio is $-2.4491$, the squared norm is $6.0183$, and the vector is $(0.40763,\,-0.99831)$.

*Slopes.* For real components,

$$\langle H_1\rangle=-0.5u^2-0.3v^2-4uv,\qquad\langle S_1\rangle=0.3uv .$$

For the lower level, in eV/Å,

$$\langle H_1\rangle=-0.4378-0.0135-0.7944=-1.2457 .$$

The overlap expectation value is $\langle S_1\rangle=0.05958$ per Å. Therefore

$$e'=\langle H_1\rangle-e_0\langle S_1\rangle=-1.24568+0.60874=-0.63694\ \text{eV/Å}.$$

For the upper level $\langle H_1\rangle=1.2457$ eV/Å and $\langle S_1\rangle=-0.12208$ per Å, so

$$e'=1.2457-5.1997\times0.12208=1.2457-0.6348=0.6109\ \text{eV/Å}.$$

Differences of fully solved eigenvalues on either side of $\lambda=0$ give the same slopes to the digits shown. With the energy zero used here, leaving out $S_1$ would make both slopes about twice too large in magnitude; this factor depends on the energy zero, as shown below.

The two values of $\langle H_1\rangle$ are equal and opposite. This is a property of the chosen numbers. Let the normalized vectors be the columns of a matrix $Q$. From $Q^\dagger S_0Q=1$ it follows that $Q^{-1}=Q^\dagger S_0$, hence $QQ^\dagger=S_0^{-1}$. The sum of the expectation values over both levels is therefore

$$\mathrm{Tr}(Q^\dagger H_1Q)=\mathrm{Tr}(S_0^{-1}H_1)=\frac{-0.5-0.3+2(-0.2)(-2)}{0.96}=0\ \text{eV/Å}.$$

The diagonal and off-diagonal contributions happen to cancel. The slopes themselves do not add to zero.

*Normalization.* If the lower vector is scaled to $c^\dagger c=1$, the expectation value of $H_1-e_0S_1$ is $-0.6919$ eV/Å, which is 9% too large in magnitude relative to the correct slope. The squared $S_0$ norm of this vector is $1.0863$, and $-0.6919/1.0863=-0.6369$ restores the result.

*Energy zero.* Adding $C=10$ eV to all levels changes $\langle H_1\rangle$ for the lower level from $-1.2457$ to $-0.6499$ eV/Å. The level now lies at $-0.2170$ eV, and the overlap term is only $0.2170\times0.05958=0.01293$ eV/Å. The slope is again $-0.64987+0.01293=-0.63694$ eV/Å. The overlap term is small here because the new zero lies close to the level.

*Finite displacements.* The linear estimate for the lower level can be compared with a full solution:

| $\lambda$ (Å) | full $e$ (eV) | linear (eV) | full minus linear (eV) |
|---|---|---|---|
| 0.10 | −10.28045 | −10.28069 | $2.44\times10^{-4}$ |
| 0.05 | −10.24879 | −10.24885 | $0.60\times10^{-4}$ |

At 0.10 Å the error is 0.4% of the shift. Halving the displacement reduces the error by a factor of 4.07, close to the factor 4 of a quadratic remainder.

The coefficient $\beta$ accounts for the size and sign of the error. The off-diagonal element of $H_1-e_0S_1$ is $-2+10.2170\times0.15=-0.46745$ eV/Å. Acting on $c_0$, this matrix gives $(-0.5671,\,-0.5011)$ eV/Å, and the product with the upper vector is $W=0.269$ eV/Å. Hence

$$\beta=\frac{0.269^2}{-10.217+5.200}+0.6369\times0.05958=-0.0144+0.0379=0.0235\ \text{eV/Å}^2 .$$

At 0.10 Å this predicts an error of $2.35\times10^{-4}$ eV, and at 0.05 Å one of $0.59\times10^{-4}$ eV. In this strictly linear model the lowest level curves upward because the overlap term outweighs the repulsion from the upper level; quadratic terms in $H$ and $S$, which a real displacement brings, would change $\beta$.

### Proposition: a degenerate level

Let $e_0$ now be shared by $d$ independent vectors, and let the columns of $C_0$ be an $S_0$-orthonormal basis for them, $C_0^\dagger S_0C_0=1$.

*The $d$ first-order slopes are the eigenvalues of the $d\times d$ matrix*

$$M=C_0^\dagger(H_1-e_0S_1)C_0 .$$

*Proof.* First count the levels. Surround each distinct unperturbed level by a window narrower than half the smallest spacing between distinct levels. Perturbed eigenvalues are bounded, because $e=c^\dagger Hc/c^\dagger Sc$. Normalize $c^\dagger S_0c=1$. By the exact projected equation, components of $c$ along levels whose windows do not contain $e$ are $O(\lambda)$. An eigenvalue outside all windows would have only small components, which contradicts the normalization. So each of the $n$ perturbed eigenvalues lies in some window. A window around a $d$-fold level cannot hold more than $d$ of them: their vectors are mutually orthogonal under $S(\lambda)$ and lie, up to $O(\lambda)$, in a space of dimension $d$, which has no room for $d+1$ nearly orthonormal vectors. As the multiplicities add up to $n$, each window holds exactly its own number.

For an eigenvalue $e$ near $e_0$ put $a=C_0^\dagger S_0c$. Then $c=C_0a+O(\lambda)$, and the length of $a$ tends to 1. The projected equations for the $d$ vectors of the level, taken together, are

$$(e-e_0)a=C_0^\dagger(\Delta H-e\Delta S)c .$$

The right side is $O(\lambda)$, so $e-e_0=O(\lambda)$. Inserting this and the form of $c$ gives, with $\mu=(e-e_0)/\lambda$,

$$Ma=\mu a+O(\lambda).$$

Collect the $d$ columns $a$ in a matrix $R$ and the $d$ values $\mu$ in a diagonal matrix $N$. The columns are orthonormal up to $O(\lambda)$, so $R$ is invertible with a bounded inverse, and $R^{-1}MR=N+O(\lambda)$. Hence, for every number $z$, $\det(z-N)\to\det(z-M)$ as $\lambda\to0$. The values $\mu$ are bounded, so their limits are the roots of the last determinant, which are the eigenvalues of $M$. ∎

Unless all $d$ slopes coincide, a single arbitrary vector of the level does not suffice. If $c_0=(v_1+v_2)/\sqrt2$ is an equal mixture of two vectors that diagonalize $M$, the cross terms vanish and the expectation value is the mean of the two slopes. In a numerical check with five-dimensional complex matrices and a twofold level, in arbitrary units, full solutions give slopes of 0.1246 and 3.6095, in agreement with the eigenvalues of $M$. The equal mixture gives 1.8670, which is the slope of neither branch.

### Conditions of use

*Nearly degenerate levels.* For matrices linear in $\lambda$, the leading relative error of the linear estimate, measured against the shift $\lambda e'$, is $\lambda\beta/e'$. One part of it is $-\lambda\langle S_1\rangle$, which does not involve the other levels. The other part comes from mixing. The first-order admixture of level $k$ is $\lambda W_k/(e_0-e_k)$, and it is small under the condition $|\lambda W_k|\ll|e_0-e_k|$. This estimate uses the gap at $\lambda=0$; if the perturbation itself changes the gap appreciably, the true admixture differs from it. In the example at 0.10 Å the ratio is $0.0269/5.02$, or about 0.005. When two levels are so close that this condition fails, the second-order term $\lambda^2|W_k|^2/|e_0-e_k|$ is at least comparable with $|\lambda W_k|$, it need not measure the true error, and the linear estimate is no longer guaranteed, even though the slope at $\lambda=0$ is still correct.

*Nearly dependent basis functions.* If the smallest eigenvalue $s$ of $S_0$ is close to zero, the bounds in the proof, which contain $1/s$, guarantee, for given sizes of $H_1$ and $S_1$, only a short range of $\lambda$; the proof already requires $\|\Delta S\|<s/2$.

*Loss of positivity.* If $S$ is Hermitian but not positive definite, even real eigenvalues are not assured. For

$$H=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad S=\begin{pmatrix}1&0\\0&-1\end{pmatrix}$$

the condition $\det(H-eS)=-e^2-1=0$ gives $e=\pm i$. For an ultrasoft overlap with one normalized projector, $\hat S=1+|p\rangle q\langle p|$ has the eigenvalue $1+q$ on $p$ and 1 on all functions orthogonal to it. Positivity then requires $q>-1$. With several projectors that overlap, this condition on each one is not sufficient: two normalized projectors with real overlap $\sigma\ge0$ and the same $q<0$ give the smallest eigenvalue $1+q(1+\sigma)$. Positivity of the full overlap operator should be verified before the theorem is applied.

## Calculated quantities

```
H0 11, 12, 22 (eV): -10.0 -3.0 -6.0
S0 11, 12, 22: 1.0 0.2 1.0
H1 11, 12, 22 (eV/A): -0.5 -2.0 -0.3
S1 11, 12, 22 (1/A): 0.0 0.15 0.0
quadratic, e^2 coefficient: 0.9600
quadratic, e coefficient (eV): 14.8000
quadratic, constant (eV^2): 51.0000
lower: e0 (eV): -10.21700
lower: component ratio c2/c1: 0.22684
lower: S0 norm of (1, ratio): 1.14220
lower: S-normalized c1, c2: 0.93569, 0.21225
lower: <H1>, slope without S1 (eV/A): -1.24568
lower: <S1> (1/A): 0.05958
lower: -e0 <S1> (eV/A): 0.60874
lower: slope from formula (eV/A): -0.63694
lower: slope by differences (eV/A): -0.63694
upper: e0 (eV): -5.19967
upper: component ratio c2/c1: -2.44907
upper: S0 norm of (1, ratio): 6.01830
upper: S-normalized c1, c2: 0.40763, -0.99831
upper: <H1>, slope without S1 (eV/A): 1.24568
upper: <S1> (1/A): -0.12208
upper: -e0 <S1> (eV/A): -0.63478
upper: slope from formula (eV/A): 0.61090
upper: slope by differences (eV/A): 0.61090
lower: value with c^+c = 1 (eV/A): -0.69191
lower: S0 norm of that vector: 1.08630
energy zero moved by (eV): 10.0
lower: <H1> after the move (eV/A): -0.64987
lower: slope by differences after it (eV/A): -0.63694
t = 0.10 A: full e (eV): -10.280449
t = 0.10 A: linear estimate (eV): -10.280693
t = 0.10 A: full minus linear (eV): 2.439e-04
t = 0.05 A: full e (eV): -10.248786
t = 0.05 A: linear estimate (eV): -10.248846
t = 0.05 A: full minus linear (eV): 5.992e-05
error ratio on halving t: 4.071
5x5 test: largest slope error: 7.7e-09
degenerate: slopes by differences: 0.12460, 3.60946
degenerate: slopes from 2x2 block: 0.12460, 3.60946
degenerate: value for an equal mixture: 1.86703
```
